# Polarisation energy of helium and imaging-gas supply in field ion microscopy

## Question

I am working on an exercise about the field ion microscope. A sharp metal tip at high positive voltage sits in dilute helium, and helium atoms ionised near the tip form the image. I have to calculate the polarisation energy of a helium atom at 44 V/nm, obtain about 0.14 eV, compare it with thermal energy at 80 K, and explain why the supply of imaging gas is enhanced.

I have two problems. With an induced dipole \(p=\alpha F\) and the energy \(-pF\) I get about 0.28 eV, twice the expected value. And if the well really is about 20 times deeper than \(kT\), I would expect a Boltzmann factor \(e^{20}\) in the gas supply, which seems absurd. Where does the factor of two go, and how large is the enhancement?

## Answer

Your expression \(-pF\) is right for a permanent dipole, but this dipole has to be created by the field. The Boltzmann factor, for its part, answers a different question from the one about supply. I take the two points in turn.

### Where the half comes from

Let \(F\) be the field strength and \(\alpha\) the static polarisability, so that \(p=\alpha F\) points along the field. A neutral atom feels a force only where the field varies. Along a field line with coordinate \(s\), the force on a dipole is \(p\,dF/ds\). With \(U\) the potential energy of the atom's motion,

\[
-\frac{dU}{ds}=p\frac{dF}{ds}=\alpha F\frac{dF}{ds}
=\frac{d}{ds}\left(\frac{\alpha F^2}{2}\right).
\]

Setting \(U=0\) far away, where \(F=0\), gives

\[
U=-\frac{1}{2}\alpha F^2 .
\]

The dipole grows from zero as the atom moves in, so its average over the rise of the field is half its final value. The same result follows from an energy balance. Stretching the charge cloud to a dipole \(p\) costs \(p^2/(2\alpha)\), and the total \(-pF+p^2/(2\alpha)\) is smallest at \(p=\alpha F\), where it equals \(-\alpha F^2+\alpha F^2/2=-\alpha F^2/2\). Your 0.28 eV left out the cost of stretching.

This assumes a linear response and an atom that stays in its ground state. The atom's motion does not excite it: at the impact speed found below, 2581 m/s, the atom needs about \(4\times10^{-13}\) s to travel 1 nm, whereas the electrons respond on a scale of \(10^{-16}\) s. Ionisation by the field is a separate matter, estimated in the last section.

### The number at 44 V/nm

The polarisability is easiest to handle in atomic units. I use a calculated value, from configuration interaction for both electrons in a basis of 43 Gaussian functions. In a weak field of 0.005 atomic units, the induced dipole gives \(\alpha=p/F=1.3873\) bohr³, and the energy lowering \(\Delta E\) gives \(\alpha=2\Delta E/F^2=1.3872\) bohr³. Their agreement is a test of the factor one half. Removing the d functions lowers \(\alpha\) to 1.3692 bohr³, a change of 1.3 %, which indicates the sensitivity to the basis but is not an error bound. Relativity and nuclear motion are left out. A larger basis that includes f functions gives 1.385 bohr³, lower by 0.002, so only three digits of \(\alpha\) are settled; the accepted value, 1.383 bohr³, is about 0.3 % lower. This moves the last digit of the four-figure values below, which is too little to matter here.

A field of 44 V/nm is 0.08557 atomic units. The depth of the well, \(U_0=\alpha F^2/2\), is therefore

\[
U_0=\frac{1}{2}(1.387)(0.08557)^2=0.00508\ \text{hartree}.
\]

With 27.211 eV per hartree, \(U_0=0.138\) eV, or \(2.21\times10^{-20}\) J. Thermal energy at 80 K is \(kT=0.00689\) eV, so the ratio that matters is

\[
\eta=\frac{U_0}{kT}=\frac{0.1382}{0.00689}\approx 20 .
\]

Since \(U_0\propto F^2\), the two energies are equal at \(44/\sqrt{20.05}=9.8\) V/nm. Well below that field the attraction hardly disturbs a typical atom; at 44 V/nm it dominates the motion near the tip.

### Which atoms reach the tip

Replace the tip by an isolated charged sphere of radius \(R\), with field \(F_0\) at its surface. Outside it the field is \(F_0R^2/r^2\), and squaring this gives

\[
U(r)=-U_0\left(\frac{R}{r}\right)^4 .
\]

Consider an atom of mass \(M\) coming from far away with speed \(v\) and kinetic energy \(E=Mv^2/2\). Its impact parameter \(b\) is the distance by which it would miss the centre if it flew straight. Its angular momentum \(L=Mvb\) is conserved, and \(L^2=M^2v^2b^2=2MEb^2\). Energy conservation then fixes the radial part of the kinetic energy:

\[
\frac{1}{2}M\dot r^2
=E-\frac{L^2}{2Mr^2}-U(r)
=E-\frac{Eb^2}{r^2}+\frac{U_0R^4}{r^4}.
\]

The left side cannot be negative. Multiplying by \(r^2/E\) gives the condition for reaching a distance \(r\):

\[
b^2\le g(r),\qquad g(r)=r^2+\frac{U_0R^4}{E\,r^2}.
\]

To hit the sphere, the atom must satisfy this at every \(r\ge R\) on the way in, so the largest permitted \(b^2\) is the minimum of \(g\) over that range. The derivative

\[
g'(r)=2r-\frac{2U_0R^4}{E\,r^3}
\]

vanishes at \(r_c=R(U_0/E)^{1/4}\); \(g\) falls inside \(r_c\) and rises outside it. There are two cases.

If \(E<U_0\), then \(r_c>R\) and the minimum lies outside the surface. Because \(U_0R^4/E=r_c^4\), its value is \(r_c^2+r_c^4/r_c^2=2r_c^2\). The critical impact parameter is therefore given by

\[
b_c^2=2R^2\sqrt{\frac{U_0}{E}} .
\]

If \(E\ge U_0\), then \(g\) rises throughout \(r\ge R\), its minimum is at the surface, and

\[
b_c^2=R^2\left(1+\frac{U_0}{E}\right).
\]

For \(R=50\) nm and \(E=kT\), the first formula gives \(b_c=R\sqrt2\,\eta^{1/4}=150\) nm. The sphere collects such atoms from a disc three times its own radius. The hurdle they must pass lies at \(r_c=106\) nm; once inside it, they are drawn to the surface.

This was tested by integrating Newton's equations from a distance of about \(60R\), for energies of 0.3, 1, 4 and 40 times \(kT\). In each case an atom aimed 2 % inside \(b_c\) hit the sphere, and one aimed 2 % outside missed.

### The average over the gas

Let the distant gas have number density \(n\) and a Maxwell distribution of speeds. Atoms of speed \(v\) arrive at a rate proportional to \(v\), to the target area \(\pi b_c^2\), and to the number of atoms with that speed, \(v^2e^{-Mv^2/(2kT)}dv\). With \(x=E/kT=Mv^2/(2kT)\), we have \(v^2\propto x\) and \(v\,dv\propto dx\), so

\[
v\cdot v^2e^{-Mv^2/(2kT)}dv\ \propto\ x e^{-x}dx .
\]

The integral of \(xe^{-x}\) from zero to infinity is 1. Without the field the target area is \(\pi R^2\) at every energy. The supply gain \(G\), meaning the arrival rate with field divided by that without field at the same \(n\) and \(T\), is therefore the weighted average of \(b_c^2/R^2\):

\[
G=\int_0^\eta 2\sqrt{\frac{\eta}{x}}\;xe^{-x}dx
+\int_\eta^\infty\left(1+\frac{\eta}{x}\right)xe^{-x}dx .
\]

The first integral is \(2\sqrt\eta\int_0^\eta x^{1/2}e^{-x}dx=2\sqrt\eta\,\gamma(3/2,\eta)\), which defines the lower incomplete gamma function \(\gamma\). The second is

\[
\int_\eta^\infty(x+\eta)e^{-x}dx=(\eta+1)e^{-\eta}+\eta e^{-\eta}=(1+2\eta)e^{-\eta}.
\]

Together,

\[
G=2\sqrt\eta\;\gamma\!\left(\tfrac32,\eta\right)+(1+2\eta)e^{-\eta}.
\]

For a weak field, \(\eta\ll1\), the first term is of order \(\eta^2\) and the second is \((1+2\eta)(1-\eta+\dots)=1+\eta+\dots\), so \(G\approx1+\eta\). The gain tends to 1 when the field is removed, as it must.

For a deep well, \(\eta\gg1\), the exponential terms vanish and \(\gamma(3/2,\eta)\) tends to \(\Gamma(3/2)=\sqrt\pi/2\). Then

\[
G\approx\sqrt{\pi\eta}=\sqrt{3.142\times20.05}=7.94 .
\]

The full formula gives the same 7.94. A direct numerical average over speeds, with the minimum of \(g(r)\) also found numerically, agreed with the formula within 0.1 % for \(\eta=0.5\), 2 and 20.05.

So a well 20 times deeper than \(kT\) raises the supply about eightfold in this model. At a pressure of \(10^{-5}\) Torr and 80 K, the whole sphere receives \(6.2\times10^6\) atoms per second without the field and \(4.9\times10^7\) with it.

### Why the gain is not \(e^{20}\)

The factor \(e^\eta=5\times10^8\) is the ratio of densities, at the surface and far away, for a classical gas in complete thermal equilibrium. That gas would include a huge population of atoms bound in the well, which strike the surface, leave it and strike it again. Supply counts new atoms from outside, and their number is limited by how many pass the hurdle at \(r_c\). Even in that equilibrium gas, the atoms arriving from far away would make up a fraction \(G/e^\eta\approx2\times10^{-8}\) of all impacts.

The bound atoms still matter for imaging. An atom starting almost at rest reaches the surface at

\[
\sqrt{\frac{2U_0}{M}}=2581\ \text{m/s},
\]

about four times the mean thermal speed of 650 m/s. If it rebounds without losing energy, it can escape again. If it loses enough to the cold metal, it is trapped. Suppose it comes fully to the temperature of an 80 K surface and leaves straight outward with \(2kT\), the mean energy for the weight \(xe^{-x}\). It turns back where \(U_0[1-(R/r)^4]=2kT\), that is, where

\[
\left(\frac{R}{r}\right)^4=1-\frac{2}{20.05}=0.900,\qquad r=1.027R .
\]

This hop is about 1.3 nm high. Most hops are lower, because on average only half of the energy \(2kT\) belongs to the outward motion. The atom returns to the strong field again and again, with repeated chances of ionisation. On a real tip, where the field varies along the surface, the force also pulls such atoms towards places of higher field. Polarisation thus helps in two ways: it brings in more atoms, and it holds those that have lost energy.

### What cooling does

It is tempting to say that cooling increases the supply because it increases \(\eta\). That depends on what is held fixed. The rate without field is \(\pi R^2n\bar v\), with mean speed \(\bar v=\sqrt{8kT/(\pi M)}\). Multiplying by the deep-well gain gives the rate with field,

\[
\pi R^2n\sqrt{\frac{8kT}{\pi M}}\sqrt{\frac{\pi U_0}{kT}}
=\pi R^2n\sqrt{\frac{8U_0}{M}}
=2\pi R^2n\sqrt{\frac{2U_0}{M}} .
\]

The temperature has cancelled. Gas at 300 K has \(\eta=5.35\) and \(G=4.10\), against 7.94 at 80 K, but its atoms are faster by \(\sqrt{300/80}=1.9365\), and with one more digit in the gain, \(4.098\times1.9365=7.936\), the same as the gain at 80 K. At fixed density, then, cooling the gas raises the gain but not the rate of first arrivals. If the pressure of the cold gas itself is held fixed, \(n\propto1/T\), and cooling from 300 K to 80 K raises the rate by 300/80 = 3.75. If instead the gas enters an 80 K region from a 300 K chamber without collisions between atoms, equal flows in and out keep \(n\sqrt T\) the same on both sides, and the density in the cold region is higher only by \(\sqrt{3.75}=1.94\). Cooling the tip helps separately, through the trapping described above.

### How far to trust the numbers for a real microscope

A tip radius of tens of nanometres, a pressure near \(10^{-5}\) Torr, a temperature of some tens of kelvin and a helium imaging field near 44 V/nm are roughly typical, so the example lies in the working range. The sphere is the assumption that real tips break most plainly, because a tip is a rounded end on a long shank.

To see how much shape matters, take a long cylinder with the same surface field. Now \(F\propto1/r\) and \(U=-U_0(R/r)^2\). With \(E\) the energy of motion across the axis, the condition becomes \(b^2\le r^2+U_0R^2/E\), whose minimum is at the surface: \(b_c=R\sqrt{1+U_0/E}\). In two dimensions the flux weight is \(v\cdot v\,e^{-Mv^2/(2kT)}dv\propto\sqrt x\,e^{-x}dx\), with integral \(\sqrt\pi/2\), and the target is a width proportional to \(b_c\). Hence

\[
G_{\rm cyl}=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt{x+\eta}\;e^{-x}dx
=\frac{2e^\eta}{\sqrt\pi}\int_\eta^\infty\sqrt y\,e^{-y}dy ,
\]

with \(y=x+\eta\). Integration by parts turns the last integral into \(\sqrt\eta\,e^{-\eta}+\frac{\sqrt\pi}{2}\operatorname{erfc}\sqrt\eta\), where erfc is the complementary error function, so

\[
G_{\rm cyl}=2\sqrt{\frac{\eta}{\pi}}+e^\eta\operatorname{erfc}\sqrt\eta=5.18 .
\]

This is 35 % below the sphere's value, per unit of surface area. The two shapes do not bracket a real tip: atoms caught by the shank may travel to the apex and add to its supply, which neither model counts. "Several times" is therefore a safer statement than "7.94 times".

The other neglected effects, for the same example, are these:

- **Nonlinear response.** The full energy shift calculated at 44 V/nm, in the same basis, is 0.141 eV, or about 2 % above \(\alpha F^2/2\); this excess moves between 2.0 and 2.1 % with the basis.
- **Image dipole.** At a distance \(d\) from a flat metal surface, the atom's image adds a field \(2p/(2d)^3=p/(4d^3)\) in atomic units. Solving \(p=\alpha[F+p/(4d^3)]\) replaces \(\alpha\) by \(\alpha/[1-\alpha/(4d^3)]\). For \(d=0.25\) nm the well deepens by 0.33 %. Other short-range forces at the surface are not included.
- **Local field.** Because \(U_0\propto F^2\), a field 10 % higher at some spot makes the well there 21 % deeper.
- **Collisions and wave motion.** For a rough atomic diameter of 0.3 nm, the mean free path in the distant gas is 2 m, and the thermal wavelength is 0.098 nm. Against a 50 nm sphere, collisionless classical flight is a good description. It also means that atoms may come straight from warm chamber walls, in which case the 300 K gain of 4.10 applies.
- **Ionisation on the way in.** This one is not settled by the simple estimate made here. A one-dimensional tunnelling model, without the metal, multiplies an attempt rate of \(5.9\times10^{15}\) s⁻¹ by \(e^{-9.74}\), giving \(3.5\times10^{11}\) s⁻¹ at 44 V/nm. Integrating the rate over a radial flight from \(1.3R\) to \(R\) gives 0.19 expected ionisations per atom. For a free atom both figures are too high by a factor of roughly 50: the standard three-dimensional tunnelling formula gives about \(7\times10^{9}\) s⁻¹ and 0.004 ionisations per flight. The main reason is that a one-dimensional barrier leaves out the energy tied up in the electron's sideways motion as it crosses the narrow pass. The metal changes the barrier close to the surface, so neither figure is a prediction for a real tip. Atoms ionised in this way have still been supplied to the tip region, but they do not reach the surface as neutrals.

For your exercise, the argument is this: the energy is \(\alpha F^2/2=0.14\) eV, about 20 times \(kT\) at 80 K, so slow atoms that would have missed the tip are bent into it. For such a deep well, the gain in new arrivals over the field-free rate grows as the square root of that ratio, not as its exponential. The computed values are collected in the numerical output below.

## Calculated quantities

```
Surface field: 44.0 V/nm
Surface field in atomic units: 0.08557
Gas temperature: 80 K
Sphere radius: 50 nm
Gas pressure: 1.0e-05 Torr
CI basis functions: 43
CI energy of free helium: -2.90139 hartree
Weak test field: 0.005 atomic units
Polarisability from dipole: 1.3873 bohr^3
Polarisability from energy: 1.3872 bohr^3
Polarisability without d functions: 1.3692 bohr^3
Polarisation energy depth U0: 0.1382 eV
Polarisation energy depth U0: 2.214e-20 J
Thermal energy kT at 80 K: 0.00689 eV
Ratio eta = U0/kT at 80 K: 20.05
Field at which U0 equals kT: 9.83 V/nm
Critical impact parameter at E = kT: 149.6 nm
Radius of critical orbit at E = kT: 105.8 nm
Supply gain G of sphere at 80 K: 7.936
Limit sqrt(pi eta) at 80 K: 7.936
Boltzmann factor exp(eta), not the supply gain: 5.08e+08
Ratio eta at 300 K: 5.35
Supply gain G of sphere at 300 K: 4.098
Distant gas density at 80 K: 1.207e+18 m^-3
Mean thermal speed at 80 K: 650.5 m/s
Arrival rate without field: 6.167e+06 s^-1
Arrival rate with field: 4.894e+07 s^-1
Impact speed of atom starting at rest: 2581 m/s
Full CI energy shift at 44 V/nm: 0.1410 eV
Nonlinear increase of depth: 2.03 %
Assumed distance to image plane: 0.25 nm
Increase of depth by image dipole: 0.33 %
Supply gain of long cylinder at 80 K: 5.175
Assumed collision diameter: 0.3 nm
Mean free path: 2.07 m
Thermal wavelength: 0.0976 nm
CI ionisation energy: 24.53 eV
Tunnel barrier exponent at 44 V/nm: 9.74
Tunnel attempt rate: 5.93e+15 s^-1
Rough tunnel rate at 44 V/nm: 3.5e+11 s^-1
Rough ionised fraction on inward flight: 0.19
```
